# The quartic term of a nondegenerate band in k·p theory

**Q:** An effective mass gives me the parabola at the Gamma point. If I want the next term, in \(k^4\), what problem am I solving?

**A:** Take one electron in a periodic local potential \(U(\mathbf r)\), without spin. A Bloch state is \(e^{i\mathbf k\cdot\mathbf r}u(\mathbf r)\) with \(u\) periodic. Moving the exponential through the Hamiltonian replaces \(\mathbf p\) by \(\mathbf p+\hbar\mathbf k\), so \(u\) is an eigenfunction of

\[
H(\mathbf k)=\frac{(\mathbf p+\hbar\mathbf k)^2}{2m}+U=H_0+Tk^2+V .
\]

Here \(H_0=\mathbf p^2/2m+U\), \(T=\hbar^2/2m\) and \(V=(\hbar/m)\,\mathbf k\cdot\mathbf p\). At \(k=0\) the periodic functions \(|a\rangle\) have energies \(E_a\). The band of interest, \(n\), is nondegenerate there; other levels may be degenerate. I fix a direction \(\mathbf e=\mathbf k/k\) and write \(V=kM\), with

\[
M_{ab}=\frac{\hbar}{m}\,\mathbf e\cdot\langle a|\mathbf p|b\rangle ,\qquad D_a=E_n-E_a .
\]

The task is to expand \(E_n(\mathbf k)\) to order \(k^4\) in terms of \(M_{ab}\) and \(D_a\).

**Q:** The perturbation has a piece of order \(k\) and a piece of order \(k^2\). Surely they mix in fourth order.

**A:** They do not, because \(Tk^2\) is a number times the identity. It shifts every level equally, leaves the eigenfunctions alone and cancels from every energy difference. I therefore define

\[
w=E_n(\mathbf k)-E_n-Tk^2
\]

and solve \((H_0+V)|u\rangle=(E_n+w)|u\rangle\), where only \(V\) perturbs.

**Q:** What does inversion symmetry do for you?

**A:** Inversion \(\Pi\) commutes with \(H_0\), so the states at Gamma can be given parities \(\pi_a=\pm1\); for \(n\), being nondegenerate, there is no choice. Since \(\Pi\mathbf p\Pi=-\mathbf p\),

\[
\pi_a\pi_bM_{ab}=\langle a|\Pi M\Pi|b\rangle=-M_{ab}.
\]

Thus \(M_{ab}=0\) unless the parities are opposite. In particular \(M_{nn}=0\), and a chain of an odd number of factors \(V\) cannot lead from \(n\) back to \(n\).

**Q:** I don't want to take a fourth-order formula on trust. Where does it come from?

**A:** Write \(|u\rangle=|n\rangle+|\phi\rangle\), with \(\phi\) orthogonal to \(n\), and let \(Q\) project on all states except \(n\). The component of the eigenvalue equation along \(n\) is

\[
w=\langle n|V|\phi\rangle ,
\]

because \(V_{nn}=0\). The remaining components give

\[
(E_n+w-H_0)|\phi\rangle=QV|n\rangle+QV|\phi\rangle .
\]

Let \(R=Q(E_n+w-H_0)^{-1}\), which has elements \(1/(D_a+w)\). Then \(|\phi\rangle=RV|n\rangle+RV|\phi\rangle\). Repeated substitution gives

\[
w=\langle VRV\rangle+\langle VRVRV\rangle+\langle VRVRVRV\rangle+\dots ,
\]

with averages taken in \(n\). The second term has three factors \(V\) and vanishes by parity, as does the one with five. Hence

\[
w=\sum_a\frac{|V_{an}|^2}{D_a+w}
+\sum_{abc}\frac{V_{na}V_{ab}V_{bc}V_{cn}}{D_aD_bD_c}+O(k^6),
\]

where no intermediate state is \(n\). In the second sum I dropped \(w\) from the denominators: it is of order \(k^2\) and the numerator is already of order \(k^4\).

**Q:** But \(w\) is still on both sides.

**A:** That is the source of the renormalisation term. Define

\[
S=\sum_{a\ne n}\frac{|M_{an}|^2}{D_a},\qquad
N=\sum_{a\ne n}\frac{|M_{an}|^2}{D_a^2}.
\]

To lowest order \(w=Sk^2\). Expanding the first denominator,

\[
\frac1{D_a+w}=\frac1{D_a}-\frac{w}{D_a^2}+O(w^2),
\]

turns the first sum into

\[
k^2\sum_a|M_{an}|^2\left(\frac1{D_a}-\frac{Sk^2}{D_a^2}\right)=Sk^2-SN\,k^4 ,
\]

up to order \(k^6\). In the second sum, \(M\) is Hermitian, so \(M_{na}M_{ab}=(M_{ba}M_{an})^*\). For each \(b\) the sums over \(a\) and \(c\) are therefore complex conjugates, and their product is a squared modulus. The result is

\[
E_n(\mathbf k)=E_n+(T+S)k^2+C_4k^4+O(k^6),
\]

\[
C_4=\sum_{b\ne n}\frac1{D_b}\left|\sum_{a\ne n}\frac{M_{ba}M_{an}}{D_a}\right|^2-SN .
\]

I call the first part the path term. Its states \(a\) have parity opposite to \(n\), and its states \(b\) have the parity of \(n\).

**Q:** Does \(-SN\) mean anything, or is it bookkeeping?

**A:** To first order \(|\phi\rangle=k\sum_a(M_{an}/D_a)|a\rangle\), whose squared norm is \(Nk^2\). The normalised state at \(k\) therefore keeps the weight

\[
|\langle n|u_{\mathbf k}\rangle|^2=\frac1{1+Nk^2+O(k^4)}=1-Nk^2+O(k^4)
\]

on the original function. So \(-SNk^4\) is the second-order shift \(Sk^2\) times the lost weight \(Nk^2\), with a minus sign. As \(N>0\), it opposes \(S\). In the path term, a state \(b\) above \(n\) has \(D_b<0\) and lowers the energy; one below raises it.

**Q:** Show me a case that can be solved without perturbation theory.

**A:** Keep a conduction state \(c\) and a valence state \(v\) of opposite parity, with gap \(E_g\) and the valence edge at zero. Let \(p_{cv}\) be the momentum element along \(\mathbf e\) and \(E_P=2|p_{cv}|^2/m\). Then

\[
|M_{cv}|^2=\frac{\hbar^2|p_{cv}|^2}{m^2}=\frac{\hbar^2}{2m}\,\frac{2|p_{cv}|^2}{m}=TE_P .
\]

With \(\lambda=E-Tk^2\), the \(2\times2\) determinant gives \(\lambda(\lambda-E_g)=TE_Pk^2\), so

\[
E_\pm=Tk^2+\frac{E_g}2\pm\frac{E_g}2\sqrt{1+y},\qquad y=\frac{4TE_Pk^2}{E_g^2}.
\]

Now use \(\sqrt{1+y}=1+y/2-y^2/8+y^3/16-\dots\) for the upper band:

\[
E_+=E_g+\left(T+\frac{TE_P}{E_g}\right)k^2-\frac{(TE_P)^2}{E_g^3}k^4+\frac{2(TE_P)^3}{E_g^5}k^6-\dots
\]

In the perturbation formula the only intermediate state is \(v\), with \(D_v=E_g\). Thus \(S=TE_P/E_g\) and \(N=TE_P/E_g^2\), and \(-SN=-(TE_P)^2/E_g^3\), as required. For the valence band \(D_c=-E_g\): \(S\) changes sign, \(N\) does not, and the coefficient is positive. The two levels repel, and the repulsion grows more slowly than \(k^2\) as they move apart.

**Q:** That tests only half of your formula. With two bands there is no state \(b\).

**A:** Correct: the path term is zero there, and the renormalisation term is the whole coefficient. The path term needs more bands. Take a one-dimensional crystal with

\[
H=-\frac{d^2}{dx^2}+1.8\cos x+1.2\cos2x ,
\]

in units where \(T=1\) and the shortest reciprocal vector is 1. In a basis of 17 plane waves I diagonalize at six values of \(k\) from 0 to 0.075 and pass an even polynomial through the energies. Its \(k^4\) coefficient uses no perturbation theory. The three lowest bands give:

| Band | Path | \(-SN\) | Sum | Diagonalized |
|---|---|---|---|---|
| 0 | −1.194 | 0.724 | −0.470 | −0.470 |
| 1 | −1.412 | 4.595 | 3.183 | 3.183 |
| 2 | −1.000 | −3.546 | −4.545 | −4.545 |

The agreement holds to the five decimals of the numerical output. For band 0 every \(b\) lies above, so the path term must be negative; \(S\) is negative too, so the other term must be positive. In band 1, leaving out the renormalisation term would give the wrong sign.

**Q:** Would the formula collapse without inversion symmetry?

**A:** Not for this spinless problem. \(H_0\) is real, so its eigenfunctions can be chosen real, and \(\mathbf p=-i\hbar\nabla\) then has purely imaginary elements. A Hermitian imaginary matrix has zero diagonal, so again \(M_{nn}=0\). Each term \(\langle VR\cdots V\rangle\) is the average of a Hermitian operator and hence real. With an odd number of factors \(V\) it is also imaginary, and so it vanishes. The derivation goes through, except that \(a\) and \(b\) no longer carry parity labels. Adding \(0.8\sin2x\) to the potential above removes its inversion centre. For the three lowest bands the formula and the diagonalization still agree within \(2\times10^{-5}\) of the summed magnitudes of the two terms.

**Q:** In three dimensions, is \(C_4\) one number?

**A:** In general it depends on direction. In a cubic crystal \(S\) and \(N\) are quadratic forms in \(\mathbf e\) with cubic symmetry, so they are isotropic. The path term is a quartic form. Cubic symmetry allows \(\sum_ie_i^4\) and

\[
I=e_x^2e_y^2+e_y^2e_z^2+e_z^2e_x^2 ,
\]

which are linked by \(1=(\sum_ie_i^2)^2=\sum_ie_i^4+2I\). Therefore \(C_4=A+BI\), and the anisotropy comes from the path term alone.

As a test, take a simple cubic crystal in the same units, with potential components \(-0.35\) at the six shortest reciprocal vectors and \(-0.12\) at the next twelve. For the lowest band, diagonalization gives \(-0.4710\) along [100], where \(I=0\), and \(-0.1778\) along [111], where \(I=1/3\). Hence \(B=3(0.4710-0.1778)=0.880\). Along [110], where \(I=1/4\), this predicts \(-0.4710+0.2199=-0.2511\), which is the diagonalized value. The renormalisation term is 0.4822 in each direction computed. Enlarging the basis from 251 to 485 waves moves the [111] coefficient by \(-6\times10^{-5}\).

**Q:** Now a real material. Why not gallium arsenide?

**A:** The spinless formula would hold there too, but the zinc-blende structure has no inversion centre, so the parity labels used here would be lost. Germanium has such a centre, midway between neighbouring atoms, and its direct conduction valley at Gamma is nondegenerate apart from spin. Rough room-temperature values are \(E_g=0.80\) eV and \(m^*=0.040\,m\). I fit the two-band model to them. Since \(m/m^*=(T+S)/T=1+E_P/E_g\),

\[
E_P=0.80\,(25-1)=19.2\ \text{eV}.
\]

With \(T=0.0381\) eV nm², \(S=24T=0.914\) eV nm² and \(N=S/E_g=1.143\) nm². Then

\[
C_4=-0.914\times1.143=-1.045\ \text{eV nm}^4 .
\]

To express this by the mass, let \(\varepsilon=\hbar^2k^2/2m^*\). Then \(Sk^2=\varepsilon-Tk^2=\varepsilon(1-m^*/m)\), and because \(N=S/E_g\) in this model,

\[
E-E_g=\varepsilon-\alpha\varepsilon^2+\dots,\qquad
\alpha=\frac{(1-m^*/m)^2}{E_g}=1.15\ \text{eV}^{-1}.
\]

**Q:** How good is the quartic at a wave vector of practical size?

**A:** At \(k=0.30\) nm⁻¹, \(k^2=0.09\) nm⁻² and \(k^4=0.0081\) nm⁻⁴. Measured from the band edge:

- The parabola gives \(0.0381\times25\times0.09\) eV = 85.7 meV.
- The quartic term is \(-1.045\times0.0081\) eV = −8.5 meV, which leaves 77.3 meV.
- The exact two-band energy is 78.7 meV.

Relative to the exact value, the error falls from 9% too high to 1.8% too low. The sixth-order term, +1.7 meV, slightly overcorrects.

The Kane form \(E(1+\alpha E)=\varepsilon\), with \(E\) now measured from the edge, has the same expansion through \(k^4\) and gives 78.6 meV. The reason it does well can be read from the determinant. Put \(\lambda=E_g+\eta\), so that \(\eta\) is the energy above the edge without the free-electron part. Then \(\eta(E_g+\eta)=TE_Pk^2\), or

\[
\eta\left(1+\frac{\eta}{E_g}\right)=Sk^2 .
\]

This is a Kane form for \(\eta\), and \(E\) differs from \(\eta\) only by \(Tk^2\), here 3.4 meV.

**Q:** Then I can add more powers of \(k\) and go as far out as I like.

**A:** No. The series for \(\sqrt{1+y}\) converges for \(|y|<1\), because the root has a branch point at \(y=-1\), that is, at imaginary \(k\). The limit is

\[
k_c=\frac{E_g}{2\sqrt{TE_P}}=0.468\ \text{nm}^{-1}.
\]

Beyond it the two-band energy is still smooth, but its Taylor series diverges. At \(k=0.30\) nm⁻¹, \(y=(0.30/0.468)^2=0.41\). If \(E_g\to0\) at fixed \(E_P\), then \(k_c\to0\) and \(C_4\) diverges. The dispersion becomes \(Tk^2\pm\sqrt{TE_P}\,k\), which is linear at small \(k\): the level is no longer nondegenerate, and the starting assumption has failed.

**Q:** Germanium has more than two bands. Which omission hurts most?

**A:** Among those I have sized at the room-temperature gap, it is the missing path term. The valence edge is a triplet \(X_i\), and about 3.0 eV above it lies another triplet \(Y_l\), the Gamma-15 level, with the parity of the conduction state. About an atomic site, both triplets transform like \(x,y,z\). Twofold rotations about the axes allow \(\langle Y_l|p_j|X_i\rangle\) only if \(i,j,l\) are all different, and the remaining site symmetries make these elements equal. Let their coupling energy be \(E_Q\), defined like \(E_P\) and roughly 16 eV.

The conduction state reaches \(X_i\) with strength \(\sqrt{TE_P}\,e_i\), and \(X_i\) reaches \(Y_l\) with strength \(\sqrt{TE_Q}\,e_j\). For each \(l\) there are two routes, with \(i\) and \(j\) exchanged. They add in phase to an amplitude of magnitude \(2T\sqrt{E_PE_Q}\,e_ie_j/E_g\). Squaring, summing over \(l\) and dividing by \(D_b=E_g-E_{15}\), where \(E_{15}=3.0\) eV, gives

\[
\Delta C_4=-\frac{4T^2E_PE_Q}{E_g^2(E_{15}-E_g)}\,I .
\]

Relative to the two-band coefficient this is \(4I(E_Q/E_P)\,E_g/(E_{15}-E_g)\). Along [111] it equals \(\tfrac43\times0.833\times0.364=0.40\). Thus, in this seven-state model, \(C_4\) stays at −1.05 eV nm⁴ along [100] but becomes −1.36 along [110] and −1.47 along [111]. Diagonalizing the model gives the same values. At \(k=0.30\) nm⁻¹ the extra [111] quartic term is −3.4 meV. The full extra shift in the model is −2.6 meV, still more than the error of cutting the two-band series at \(k^4\).

The real anisotropy can differ noticeably, because higher levels are left out. A Gamma-12′ doublet, for example, also has the parity of the conduction state. Lying above it, the doublet lowers \(C_4\) along [100] but not along [111], which reduces the contrast. For a sense of size, take a spinless local pseudopotential model of germanium (form factors −0.23, 0.0019 and 0.06 Ry, the second tuned to the 0.80 eV gap, giving \(m^*=0.038\,m\)). It puts the triplet at 3.5 eV with \(E_Q\approx14\) eV. The triplet then adds 27% of the renormalisation term along [111], the doublet adds 8% along [100], and \(C_4\) along [111] is only 1.18 times its [100] value, against 1.40 in the seven-state model.

**Q:** And spin, remote bands and temperature?

**A:** I size each separately, so the changes should not simply be added.

- **Spin-orbit splitting.** A valence splitting of 0.30 eV, with \(E_P\) refitted to keep \(m^*\) fixed, reduces the magnitude of \(C_4\) by 7%. The mass fixes \(S\), but part of the coupling now goes to a deeper level, which counts less in \(N\).
- **A remote band.** A trial state 10 eV above the conduction edge, taking 2 units from \(m/m^*\), increases the magnitude by 9% at fixed \(m^*\). The valence coupling must grow to compensate, and \(N\) grows with it.
- **Cooling.** A gap of 0.89 eV, roughly the low-temperature value, at fixed \(E_P\) gives \(m^*=0.044\,m\) and a magnitude 27% smaller, following \(E_g^{-3}\). This mass lies above reported low-temperature values, roughly \(0.038\,m\) to \(0.042\,m\), so the input \(0.040\,m\) is probably high for the room-temperature gap. A cold mass of \(0.038\,m\) carried to 0.80 eV at fixed \(E_P\) would give \(m^*=0.034\,m\) and \(C_4=-1.44\) eV nm⁴.

For real germanium, then, −1.05 eV nm⁴ is a model estimate from rough inputs. It is sensitive to the mass: at the same gap, \(m^*=0.036\,m\) would give −1.30 eV nm⁴. Among the simplifications sized here at room temperature, isotropy costs most, up to about 40% in the seven-state model. The [111]-to-[100] contrast is only about 18% in the pseudopotential model, and the uncertainty in the input mass changes \(C_4\) by a comparable amount.

**Q:** Do electrons in germanium notice any of this?

**A:** Few do in equilibrium, because the four L valleys lie lower, by roughly 0.14 eV. With a density-of-states mass of about \(0.22\,m\) per L valley, parabolic bands and a nondegenerate electron gas, the Gamma-to-L population ratio at 300 K is

\[
\frac14\left(\frac{0.040}{0.22}\right)^{3/2}e^{-0.14/0.02585}\approx9\times10^{-5}.
\]

The coefficient matters for electrons put into the Gamma valley, for instance by light, while they remain there. At \(\varepsilon=\tfrac32k_BT_{\rm lat}\), with lattice temperature \(T_{\rm lat}=300\) K, the quartic term lowers the parabolic energy by \(\alpha\varepsilon=4.5\%\) in the two-band model. At \(k=0.30\) nm⁻¹ the lowering is 10%.

## Numbers as computed

```
ONE-DIMENSIONAL TEST CRYSTAL (dimensionless: T = 1, G = 1)
band 0: S -0.83490, N 0.86719, path -1.19406, renorm 0.72402
  C4: sum -0.47004, diagonalization -0.47004
band 1: S -1.80174, N 2.55051, path -1.41206, renorm 4.59535
  C4: sum 3.18329, diagonalization 3.18329
band 2: S 1.72078, N 2.06051, path -0.99963, renorm -3.54569
  C4: sum -4.54533, diagonalization -4.54533
CUBIC TEST CRYSTAL, LOWEST BAND (dimensionless)
[100] path -0.95315, renorm 0.48216, C4 -0.47099
[111] path -0.65998, renorm 0.48216, C4 -0.17782
[110] path -0.73327, renorm 0.48216, C4 -0.25111
[210] path -0.81243, renorm 0.48216, C4 -0.33027
basis 251 -> 485 waves: shift of [111] C4 -5.7e-05
GERMANIUM DIRECT VALLEY, TWO-BAND MODEL (rough inputs)
T = hbar^2/2m: 0.038100 eV nm^2
gap 0.80 eV, m*/m 0.040, fitted Ep 19.20 eV
S 0.91440 eV nm^2, N 1.14299 nm^2
C4 formula -1.04515, diagonalization -1.04515 eV nm^4
valence-band C4 1.04515 eV nm^4
alpha 1.1520 1/eV, convergence radius k_c 0.4677 1/nm
at k = 0.30 1/nm: parabolic energy 85.72 meV
  quartic term -8.47 meV
  energy to fourth order 77.26 meV
  exact two-band energy 78.65 meV
  Kane form E(1 + alpha E) 78.61 meV
  sixth-order term 1.74 meV
EFFECTS LEFT OUT OF THE TWO-BAND MODEL (change of C4)
spin-orbit 0.30 eV, refitted Ep 21.12 eV: C4 -0.96914 eV nm^4, -7.3 %
Gamma-15 level at 3.0 eV, coupling energy 16.0 eV:
  [100] C4 -1.04515 eV nm^4, -0.0 %
  [110] C4 -1.36186 eV nm^4, +30.3 %
  [111] C4 -1.46743 eV nm^4, +40.4 %
  [111] extra energy at k = 0.30 1/nm: -3.42 meV
remote band 10 eV above, share -2 of m/m*: +9.0 %
cold gap 0.89 eV, Ep fixed: m*/m 0.0443, C4 -27.4 %
kT at 300 K 25.85 meV; alpha*(3/2)kT 4.47 %
L valleys 0.14 eV lower, density mass 0.22 m each
  Gamma-to-L electron ratio at 300 K 8.6e-05
```
